# When a Doubly Negative Silicon Vacancy Jumps Once per Second: a numerical check

```python
"""Temperature at which a doubly negative silicon vacancy jumps once per second.

Result under test: T1 = E / (k ln(nu0/rate)), from rate = nu0 exp(-E/kT).
E: barrier (eV); nu0: attempt rate summed over the four exits (1/s);
k: Boltzmann constant (eV/K); b: silicon bond length, the jump length.
The quantum checks use the model barrier V(x) = E sin^2(pi x/b) and one
silicon mass. Material parameters are rough typical values.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

k = sc.k / sc.e
E, nu0, target = 0.18, 1e13, 1.0
a_nm = 0.543
b_nm = np.sqrt(3) * a_nm / 4
b = b_nm * 1e-9
mass = 28.0855 * sc.atomic_mass


def jump_rate(T, barrier=E, prefactor=nu0):
    return prefactor * np.exp(-barrier / (k * T))


def jump_temperature(rate, barrier=E, prefactor=nu0):
    return barrier / (k * np.log(prefactor / rate))


# Main result: closed form against a numerical root of the rate equation
L = np.log(nu0 / target)
T1 = jump_temperature(target)
T_root = brentq(lambda T: np.log(jump_rate(T) / target), 20, 300)
assert abs(T1 - T_root) < 1e-7
assert abs(T1 - 70) < 1
kT = k * T1

# Classical flux over one barrier top against the harmonic rate law
omega = np.pi / b * np.sqrt(2 * E * sc.e / mass)
nu_model = omega / (2 * np.pi)
for T in (50.0, T1, 90.0):
    well_integral = b * quad(
        lambda s: np.exp(-E * np.sin(np.pi * s)**2 / (k * T)),
        -0.5, 0.5, points=[0.0], epsabs=1e-12)[0]
    flux_rate = (np.sqrt(sc.k * T / (2 * np.pi * mass))
                 * np.exp(-E / (k * T)) / well_integral)
    harmonic_rate = nu_model * np.exp(-E / (k * T))
    # the cosine well is slightly anharmonic, an effect of order kT/(4E)
    assert abs(flux_rate / harmonic_rate - 1) < 0.02

# Repeated attempts: mean number of attempts and share still waiting
p = 1e-3
attempt = np.arange(1, 40001)
chance = p * (1 - p)**(attempt - 1)
assert abs(np.sum(attempt * chance) * p - 1) < 1e-8
waiting_share = 1 - np.sum(chance[:int(round(1 / p))])
assert abs(waiting_share - np.exp(-1)) < 1e-3

# Four competing exits: the first of four random clocks
rng = np.random.default_rng(4)
first_exit = rng.exponential(1.0, size=(200000, 4)).min(axis=1)
assert abs(first_exit.mean() * 4 - 1) < 0.015

# Sensitivity formulas against finite differences
dT = 1e-3
slope = np.log(jump_rate(T1 + dT) / jump_rate(T1 - dT)) / (2 * dT)
assert abs(slope / (L / T1) - 1) < 1e-6
dE = 0.01
T_highE = brentq(lambda T: np.log(jump_rate(T, E + dE)), 20, 300)
assert abs((T_highE - T1) - T1 * dE / E) < 1e-6
T_nu_low = jump_temperature(target, prefactor=nu0 / 10)
T_nu_high = jump_temperature(target, prefactor=nu0 * 10)
T_per_exit = jump_temperature(target, prefactor=4 * nu0)

# Enumerate every seven-step walk on the diamond lattice
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
steps = 7
choices = np.array(list(itertools.product(range(4), repeat=steps)))
signs = (-1)**np.arange(steps)
ends = np.sum(bonds[choices] * signs[None, :, None], axis=1)
mean_square = np.mean(np.sum(ends**2, axis=1)) / 3
assert abs(mean_square - steps) < 1e-10

# Jumps needed for an rms path equal to the donor spacing
donors, vacancies = 1e16, 1e14
spacing_nm = donors**(-1 / 3) * 1e7
jumps_needed = (spacing_nm / b_nm)**2
hold = 1000.0
T_wander = jump_temperature(jumps_needed / hold)

# Quantum factor of the well: plane-wave states against harmonic formula
hbar_omega = sc.hbar * omega / sc.e
u = hbar_omega / kT
well_factor = 2 * np.sinh(u / 2) / u
c = sc.hbar**2 / (2 * mass) / sc.e
waves = np.arange(-80, 81)
H = np.diag(c * (2 * np.pi * waves / b)**2 + E / 2)
H += -E / 4 * (np.eye(len(waves), k=1) + np.eye(len(waves), k=-1))
Z_quantum = np.sum(np.exp(-np.linalg.eigvalsh(H) / kT))
well_length = b * quad(lambda s: np.exp(-E * np.sin(np.pi * s)**2 / kT),
                       -0.5, 0.5, points=[0.0], epsabs=1e-12)[0]
Z_classical = (np.sqrt(mass * sc.k * T1 / (2 * np.pi * sc.hbar**2))
               * well_length)
well_numeric = Z_classical / Z_quantum
# anharmonicity of the cosine well is left out of the formula
assert abs(well_numeric / well_factor - 1) < 0.02

# Quantum factor of the barrier: exact waves (Numerov) against parabola
barrier_factor = (u / 2) / np.sin(u / 2)
energy = np.linspace(0.10, E + 25 * kT, 1201)
N = 4000
h = b / N
wave_number = np.sqrt(energy / c)


def numerov_g(j):
    V = E * np.sin(np.pi * j / N)**2 if 0 < j < N else 0.0
    return h**2 * (energy - V) / c


psi_right = np.exp(1j * wave_number * h)
psi = np.ones_like(psi_right)
g_right, g_here = numerov_g(N + 1), numerov_g(N)
for j in range(N, -1, -1):
    g_left = numerov_g(j - 1)
    psi_left = ((2 - 5 * g_here / 6) * psi
                - (1 + g_right / 12) * psi_right) / (1 + g_left / 12)
    psi_right, psi = psi, psi_left
    g_right, g_here = g_here, g_left
phase = np.exp(1j * wave_number * h)
incoming = (psi_right * phase - psi) / (phase - 1 / phase)
transmission = 1 / np.abs(incoming)**2
assert np.all(transmission < 1 + 1e-4)
barrier_numeric = np.trapezoid(
    transmission * np.exp(-(energy - E) / kT), energy) / kT \
    if hasattr(np, "trapezoid") else np.trapz(
    transmission * np.exp(-(energy - E) / kT), energy) / kT
# the true barrier departs from a parabola away from its top
assert abs(barrier_numeric / barrier_factor - 1) < 0.02


def quantum_log_rate(T):
    half = hbar_omega / (2 * k * T)
    return np.log(jump_rate(T) * np.sinh(half) / np.sin(half))


T_quantum = brentq(quantum_log_rate, 50, 90)
crossover = hbar_omega / (2 * np.pi * k)
crossover_fast = sc.h * nu0 / (2 * np.pi * sc.k)

# Fermi level with donor freeze-out; each vacancy holds two electrons
donor_depth, dos_mass = 0.045, 1.06
held = 2 * vacancies
Nc = 2 * (dos_mass * sc.m_e * sc.k * T1
          / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6
K = Nc / 2 * np.exp(-donor_depth / kT)
n = (-(held + K) + np.sqrt((held + K)**2 + 4 * K * (donors - held))) / 2
fermi_depth = kT * np.log(Nc / n)
# check neutrality with the full Fermi-Dirac integral
n_integral = Nc * 2 / np.sqrt(np.pi) * quad(
    lambda y: np.sqrt(y) / (1 + np.exp(y + fermi_depth / kT)), 0, 60)[0]
ionized = donors / (1 + 2 * np.exp((donor_depth - fermi_depth) / kT))
assert abs(n_integral + held - ionized) / ionized < 2e-3
margin = kT * np.log(100)

print(f"Barrier E = {E:.2f} eV")
print(f"Total attempt rate nu0 = {nu0:.0e} 1/s")
print(f"Boltzmann constant k = {k:.4e} eV/K")
print(f"Logarithm L = ln(nu0/rate) = {L:.2f}")
print(f"Temperature for one jump per second T1 = {T1:.1f} K")
print(f"Thermal energy at T1 = {kT*1e3:.2f} meV")
print(f"Share not yet jumped after one mean wait = {np.exp(-1):.3f}")
for T in (50, 60, 70, 77, 80, 100, 300):
    print(f"Mean wait at {T} K = {1/jump_rate(T):.2e} s")
print(f"Temperature rise for e-fold rate near T1 = {T1/L:.2f} K")
print(f"Rate growth per kelvin at T1 = {100*slope:.0f} % (logarithmic)")
print(f"Shift of T1 for +{dE:.2f} eV in E = {T_highE-T1:.2f} K")
print(f"T1 with nu0 ten times smaller = {T_nu_low:.1f} K")
print(f"T1 with nu0 ten times larger = {T_nu_high:.1f} K")
print(f"T1 if nu0 is meant per exit (four exits) = {T_per_exit:.1f} K")
print(f"Lattice constant (rough) = {a_nm:.3f} nm")
print(f"Jump length b = {b_nm:.3f} nm")
print(f"Phosphorus density = {donors:.0e} cm^-3")
print(f"Vacancy density = {vacancies:.0e} cm^-3")
print(f"Donor spacing = {spacing_nm:.1f} nm")
print(f"Jumps for rms path of one donor spacing = {jumps_needed:.2e}")
print(f"Hold time = {hold:.0f} s")
print(f"Temperature for that path in the hold = {T_wander:.1f} K")
print(f"Silicon atomic mass = {mass/sc.atomic_mass:.3f} u")
print(f"Model frequency per exit = {nu_model:.2e} Hz")
print(f"Four times model frequency = {4*nu_model:.2e} 1/s")
print(f"Model quantum hbar*omega = {hbar_omega*1e3:.2f} meV")
print(f"Ratio u = hbar*omega/kT at T1 = {u:.2f}")
print(f"Well factor, formula = {well_factor:.3f}")
print(f"Well factor, plane-wave states = {well_numeric:.3f}")
print(f"Barrier factor, formula = {barrier_factor:.3f}")
print(f"Barrier factor, exact transmission = {barrier_numeric:.3f}")
print(f"Combined quantum factor = {well_factor*barrier_factor:.3f}")
print(f"T1 with quantum factor = {T_quantum:.1f} K")
print(f"Shift of T1 by quantum factor = {T_quantum-T1:.2f} K")
print(f"Tunnelling crossover, model barrier = {crossover:.1f} K")
print(f"Crossover if barrier frequency were nu0 = {crossover_fast:.1f} K")
print(f"Donor depth (rough) = {donor_depth*1e3:.0f} meV")
print(f"Density-of-states mass (rough) = {dos_mass:.2f} electron masses")
print(f"Band density of states Nc at T1 = {Nc:.2e} cm^-3")
print(f"Free electron density at T1 = {n:.2e} cm^-3")
print(f"Fermi level below conduction band = {fermi_depth*1e3:.1f} meV")
print(f"Margin for 1 % singly negative = {margin*1e3:.1f} meV")
print(f"Least depth of last acceptor level = "
      f"{(fermi_depth+margin)*1e3:.1f} meV")
print("all good")
```

Printed output:

```
Barrier E = 0.18 eV
Total attempt rate nu0 = 1e+13 1/s
Boltzmann constant k = 8.6173e-05 eV/K
Logarithm L = ln(nu0/rate) = 29.93
Temperature for one jump per second T1 = 69.8 K
Thermal energy at T1 = 6.01 meV
Share not yet jumped after one mean wait = 0.368
Mean wait at 50 K = 1.39e+05 s
Mean wait at 60 K = 1.32e+02 s
Mean wait at 70 K = 9.11e-01 s
Mean wait at 77 K = 6.04e-02 s
Mean wait at 80 K = 2.19e-02 s
Mean wait at 100 K = 1.18e-04 s
Mean wait at 300 K = 1.06e-10 s
Temperature rise for e-fold rate near T1 = 2.33 K
Rate growth per kelvin at T1 = 43 % (logarithmic)
Shift of T1 for +0.01 eV in E = 3.88 K
T1 with nu0 ten times smaller = 75.6 K
T1 with nu0 ten times larger = 64.8 K
T1 if nu0 is meant per exit (four exits) = 66.7 K
Lattice constant (rough) = 0.543 nm
Jump length b = 0.235 nm
Phosphorus density = 1e+16 cm^-3
Vacancy density = 1e+14 cm^-3
Donor spacing = 46.4 nm
Jumps for rms path of one donor spacing = 3.90e+04
Hold time = 1000 s
Temperature for that path in the hold = 79.5 K
Silicon atomic mass = 28.085 u
Model frequency per exit = 2.36e+12 Hz
Four times model frequency = 9.46e+12 1/s
Model quantum hbar*omega = 9.78 meV
Ratio u = hbar*omega/kT at T1 = 1.63
Well factor, formula = 1.114
Well factor, plane-wave states = 1.110
Barrier factor, formula = 1.119
Barrier factor, exact transmission = 1.121
Combined quantum factor = 1.247
T1 with quantum factor = 69.3 K
Shift of T1 by quantum factor = -0.52 K
Tunnelling crossover, model barrier = 18.1 K
Crossover if barrier frequency were nu0 = 76.4 K
Donor depth (rough) = 45 meV
Density-of-states mass (rough) = 1.06 electron masses
Band density of states Nc at T1 = 3.07e+18 cm^-3
Free electron density at T1 = 2.43e+15 cm^-3
Fermi level below conduction band = 43.0 meV
Margin for 1 % singly negative = 27.7 meV
Least depth of last acceptor level = 70.7 meV
all good
```
